# Ballistic nanowire current at a fixed barrier: two logarithms, no mass: a numerical check

```python
"""Ballistic current of one nanowire subband.

Result under test:
  I = (2 q kT/h) [ln(1+exp(eta_S)) - ln(1+exp(eta_D))]
  eta_S = (source Fermi level - subband bottom at barrier top)/kT
  eta_D = eta_S - q V_DS/kT
At fixed eta_S, eta_D and T the effective mass is absent.
Energies are in eV relative to the barrier top, lengths in nm,
wave numbers in 1/nm, currents in A. Spin degeneracy is 2.
The state sums use velocities found by finite differences.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import expit, jn_zeros

q, h, hbar = const.e, const.h, const.hbar
G0 = 2 * q**2 / h
KIN = hbar**2 / (2 * const.m_e) / q * 1e18  # eV nm^2, free electron

# Rough InAs-like parameters and chosen device dimensions
temperature = 300.0
kT = const.k * temperature / q
mass_bulk, gap = 0.023, 0.354
radius, length, edge = 5.0, 15.0, 1.0
fermi, bias = 0.10, 0.30
source_fermi_depth = 0.15   # source Fermi level above source subband bottom
fermi_sub = -0.10           # Fermi level relative to top below threshold
free_path = 150.0
oxide_thickness, oxide_kappa = 4.0, 20.0


def log_current(mu_s, mu_d, thermal=kT):
    logs = np.logaddexp(0, mu_s / thermal) - np.logaddexp(0, mu_d / thermal)
    return G0 * thermal * logs


# Hard-wall confinement with E(1+E/gap) = parabolic energy
def kane(parabolic_energy):
    return gap * (np.sqrt(1 + 4 * parabolic_energy / gap) - 1) / 2


conf1 = KIN / mass_bulk * (jn_zeros(0, 1)[0] / radius)**2
conf2 = KIN / mass_bulk * (jn_zeros(1, 1)[0] / radius)**2
E1, E2 = kane(conf1), kane(conf2)
spacing = E2 - E1
mass_axial = mass_bulk * (1 + 2 * E1 / gap)


def wire_band(axial_factor=1.0):
    return lambda k: kane(conf1 + KIN * k**2 / (mass_bulk * axial_factor)) - E1


def parabolic_band(mass):
    return lambda k: KIN * k**2 / mass


# Explicit sums over states of a periodic box
box = 20000.0
dk = 2 * np.pi / box
k_right = dk * np.arange(1, int(6.0 / dk) + 1)


def velocity(band, k):
    step = 1e-4
    slope = (band(k + step) - band(k - step)) / (2 * step)
    return slope * q * 1e-9 / hbar


def box_current(band, mu_s, mu_d):
    k_left = -k_right
    right = velocity(band, k_right) * expit((mu_s - band(k_right)) / kT)
    left = velocity(band, k_left) * expit((mu_d - band(k_left)) / kT)
    return 2 * q * (right.sum() + left.sum()) / (box * 1e-9)


def half_density(band, mu):
    """Electrons per nm moving in one direction; k=0 is shared equally."""
    occupied = expit((mu - band(k_right)) / kT).sum()
    return 2 * (occupied + 0.5 * expit((mu - band(0.0)) / kT)) / box


wire, heavy = wire_band(), wire_band(4.0)
current = log_current(fermi, fermi - bias)
worst = 0.0
for band in [parabolic_band(m) for m in (0.02, 0.2, 1.0)] + [wire, heavy]:
    for mu, volt in ((fermi, bias), (fermi, 0.02), (-0.1, 0.1)):
        ratio = box_current(band, mu, mu - volt) / log_current(mu, mu - volt)
        worst = max(worst, abs(ratio - 1))
assert worst < 2e-5
assert abs(wire(0.01) * mass_axial / (KIN * 1e-4) - 1) < 1e-3

# A narrow band needs the contribution at its upper edge subtracted
width = 0.10
narrow = lambda k: width / 2 * (1 - np.cos(np.pi * k / 6.0))
narrow_sum = box_current(narrow, fermi, fermi - bias)
narrow_formula = current - log_current(fermi - width, fermi - bias - width)
assert abs(narrow_sum / narrow_formula - 1) < 2e-5
narrow_excess = current / narrow_sum - 1
assert narrow_excess > 0.1

# Limits obtained from state sums
dv = 1e-4
conductance = box_current(wire, fermi + dv / 2, fermi - dv / 2) / dv
assert abs(conductance / (G0 * expit(fermi / kT)) - 1) < 2e-5
assert abs(box_current(wire, 0.5, 0.3) / (G0 * 0.2) - 1) < 1e-4
assert abs(box_current(wire, 0.5, -0.4) / (G0 * 0.5) - 1) < 1e-4
saturation = G0 * kT * np.logaddexp(0, fermi / kT)
assert abs(box_current(wire, fermi, fermi - 0.8) / saturation - 1) < 2e-5
i_a = box_current(wire, -0.30, -0.60)
i_b = box_current(wire, -0.36, -0.66)
swing = 0.06 / np.log10(i_a / i_b)
assert abs(swing / (kT * np.log(10)) - 1) < 1e-4

# Density and velocity compensate when the axial mass changes
n1, n4 = half_density(wire, fermi), half_density(heavy, fermi)
v1 = box_current(wire, fermi, -5.0) / (q * n1 * 1e9)
v4 = box_current(heavy, fermi, -5.0) / (q * n4 * 1e9)
assert abs(n4 / n1 - 2) < 1e-4 and abs(v4 / v1 - 0.5) < 1e-4


# Wave transmission: outgoing drain wave, recursion back to the source
def transmission(energies, potential, mass, grid):
    hop = KIN / mass / grid**2
    phase_l = np.arccos(1 - (energies - potential[0]) / (2 * hop))
    phase_r = np.arccos(1 - (energies - potential[-1]) / (2 * hop))
    psi_next = np.exp(1j * phase_r)
    psi = np.ones_like(psi_next)
    for value in potential[:0:-1]:
        psi_next, psi = psi, (2 + (value - energies) / hop) * psi - psi_next
    incoming = (psi_next - psi * np.exp(-1j * phase_l))
    incoming = incoming / (2j * np.sin(phase_l))
    return np.sin(phase_r) / (np.sin(phase_l) * np.abs(incoming)**2)


grid = 0.1
x_test = np.arange(-24, 24 + grid / 2, grid)
e_test = np.linspace(0.02, 0.25, 12)
scale = KIN / mass_axial
t_num = transmission(e_test, 0.1 / np.cosh(x_test / 2)**2, mass_axial, grid)
s2 = np.sinh(2 * np.pi * np.sqrt(e_test / scale))**2
c2 = np.cosh(np.pi / 2 * np.sqrt(4 * 0.1 * 4 / scale - 1))**2
assert np.max(np.abs(t_num - s2 / (s2 + c2))) < 2e-3


def barrier_shares(mu, mass, stretch=1.0):
    """Tunnelling gain and reflection loss as fractions of the formula."""
    L, w = length * stretch, edge * stretch
    x = np.arange(-L / 2 - 12 * w, L / 2 + 12 * w, grid)
    depth = source_fermi_depth - mu
    potential = -depth * expit(-(x + L / 2) / w)
    potential -= (depth + bias) * expit((x - L / 2) / w)
    potential -= potential.max()

    def midpoint(low, high, count):
        de = (high - low) / count
        return low + de * (np.arange(count) + 0.5), de

    below, d_below = midpoint(potential[0], 0.0, 800)
    above, d_above = midpoint(0.0, max(mu, 0.0) + 15 * kT, 1600)
    t = transmission(np.concatenate((below, above)), potential, mass, grid)
    window = lambda e: expit((mu - e) / kT) - expit((mu - bias - e) / kT)
    norm = log_current(mu, mu - bias) / G0
    tunnel = np.sum(t[:800] * window(below)) * d_below / norm
    reflect = np.sum((1 - t[800:]) * window(above)) * d_above / norm
    return tunnel, reflect


on1 = barrier_shares(fermi, mass_axial)
on4 = barrier_shares(fermi, 4 * mass_axial)
sub1 = barrier_shares(fermi_sub, mass_axial)
sub4 = barrier_shares(fermi_sub, 4 * mass_axial)
long1 = barrier_shares(fermi, mass_axial, 6.0)
assert on1[0] > on4[0] and sub1[0] > sub4[0]
assert long1[0] < on1[0] and long1[1] < on1[1]
assert abs(long1[0] - long1[1]) < 0.02

# Gate charge balance for a coaxial insulator
cap = 2 * np.pi * const.epsilon_0 * oxide_kappa
cap /= np.log(1 + oxide_thickness / radius)


def charge_drop(band, mu, capacitance):
    density = half_density(band, mu) + half_density(band, mu - bias)
    return q * density * 1e9 / capacitance


def fixed_gate_heavy(capacitance):
    overdrive = fermi + charge_drop(wire, fermi, capacitance)
    balance = lambda mu: mu - overdrive + charge_drop(heavy, mu, capacitance)
    mu = brentq(balance, -0.5, overdrive)
    return overdrive, mu, box_current(heavy, mu, mu - bias)


strong, weak = fixed_gate_heavy(cap), fixed_gate_heavy(cap / 10)
assert weak[2] < strong[2] < current

second = 2 * log_current(fermi - spacing, fermi - spacing - bias) / current
hot_kT = const.k * 400 / q
hot = log_current(fermi, fermi - bias, hot_kT)
source_density = 2 * half_density(wire, source_fermi_depth)
source_density *= 1e21 / (np.pi * radius**2)
drop_on = source_fermi_depth - fermi + bias
drop_sub = source_fermi_depth - fermi_sub + bias


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Temperature", temperature, "K")
show("Thermal energy kT", kT, "eV")
show("Wire diameter", 2 * radius, "nm")
show("Bulk mass, rough", mass_bulk, "m_e")
show("Bulk gap, rough", gap, "eV")
show("First subband above bulk band edge", E1, "eV")
show("Second minus first subband", spacing, "eV")
show("Axial mass at subband bottom", mass_axial, "m_e")
show("Source Fermi level above barrier top", fermi, "eV")
show("Drain bias", bias, "V")
show("eta_S", fermi / kT)
show("eta_D", (fermi - bias) / kT)
show("Source logarithm", np.logaddexp(0, fermi / kT), "", 5)
show("Drain logarithm", np.logaddexp(0, (fermi - bias) / kT))
show("Prefactor 2qkT/h", G0 * kT * 1e6, "uA")
show("Conductance quantum 2q^2/h", G0 * 1e6, "uS", 5)
show("Current from formula", current * 1e6, "uA", 5)
show("Current from state sum", box_current(wire, fermi, fermi-bias)*1e6, "uA", 5)
show("Current per diameter", current * 1e6 / (2 * radius * 1e-3), "uA/um")
show("Largest relative formula-sum difference", worst, "", 2)
for volt in (0.02, 0.05, 0.10, 0.20):
    show(f"Current at V_DS={volt:.2f} V", log_current(fermi, fermi-volt)*1e6, "uA")
show("Low-bias conductance", conductance * 1e6, "uS")
show("Subthreshold swing", swing * 1e3, "mV/decade")
show("Narrow 0.10 eV band: simple formula excess", 100 * narrow_excess, "%", 3)
show("Injected density, axial mass x1", n1, "1/nm")
show("Injected density, axial mass x4", n4, "1/nm")
show("Injection velocity, axial mass x1", v1 * 100, "cm/s")
show("Injection velocity, axial mass x4", v4 * 100, "cm/s")
show("Second subband current / first", 100 * second, "%", 2)
show("Barrier length", length, "nm")
show("Barrier edge parameter", edge, "nm")
for name, pair in (("On, mass x1", on1), ("On, mass x4", on4),
                   ("Below threshold, mass x1", sub1),
                   ("Below threshold, mass x4", sub4),
                   ("On, barrier stretched x6", long1)):
    print(f"{name}: tunnel +{100*pair[0]:.2f} %, reflect -{100*pair[1]:.2f} %")
show("Below-threshold Fermi level from top", fermi_sub, "eV")
show("Mean free path, rough", free_path, "nm")
show("Scattering transmission estimate", free_path/(free_path+length), "", 2)
show("Current at 400 K, same energies", hot * 1e6, "uA")
show("Oxide thickness", oxide_thickness, "nm")
show("Oxide relative permittivity, rough", oxide_kappa)
show("Insulator capacitance", cap * 1e9, "aF/nm")
show("Strong gate: overdrive", strong[0], "V")
show("Strong gate, mass x4: Fermi level from top", strong[1], "eV")
show("Strong gate, mass x4: current", strong[2] * 1e6, "uA")
show("Gate capacitance/10: overdrive", weak[0], "V")
show("Gate capacitance/10, mass x4: current", weak[2] * 1e6, "uA")
show("Source Fermi level above source bottom", source_fermi_depth, "eV")
show("Required source electron density", source_density, "cm^-3", 2)
show("Confined gap, hole confinement omitted", gap + E1, "eV")
print(f"Top-to-drain band drop: on {drop_on:.2f}, below threshold {drop_sub:.2f} eV")
assert max(drop_on, drop_sub) < gap + E1
print("success")
```

Running it gives:

```
Temperature: 300 K
Thermal energy kT: 0.02585 eV
Wire diameter: 10 nm
Bulk mass, rough: 0.023 m_e
Bulk gap, rough: 0.354 eV
First subband above bulk band edge: 0.2316 eV
Second minus first subband: 0.2043 eV
Axial mass at subband bottom: 0.0531 m_e
Source Fermi level above barrier top: 0.1 eV
Drain bias: 0.3 V
eta_S: 3.868
eta_D: -7.736
Source logarithm: 3.8889
Drain logarithm: 0.0004366
Prefactor 2qkT/h: 2.003 uA
Conductance quantum 2q^2/h: 77.481 uS
Current from formula: 7.7886 uA
Current from state sum: 7.7886 uA
Current per diameter: 778.9 uA/um
Largest relative formula-sum difference: 1.2e-06
Current at V_DS=0.02 V: 1.502 uA
Current at V_DS=0.05 V: 3.645 uA
Current at V_DS=0.10 V: 6.401 uA
Current at V_DS=0.20 V: 7.748 uA
Low-bias conductance: 75.89 uS
Subthreshold swing: 59.53 mV/decade
Narrow 0.10 eV band: simple formula excess: 21.7 %
Injected density, axial mass x1: 0.1225 1/nm
Injected density, axial mass x4: 0.2449 1/nm
Injection velocity, axial mass x1: 3.97e+07 cm/s
Injection velocity, axial mass x4: 1.985e+07 cm/s
Second subband current / first: 0.9 %
Barrier length: 15 nm
Barrier edge parameter: 1 nm
On, mass x1: tunnel +2.28 %, reflect -11.52 %
On, mass x4: tunnel +0.69 %, reflect -3.96 %
Below threshold, mass x1: tunnel +17.88 %, reflect -36.07 %
Below threshold, mass x4: tunnel +4.60 %, reflect -14.67 %
On, barrier stretched x6: tunnel +0.19 %, reflect -0.59 %
Below-threshold Fermi level from top: -0.1 eV
Mean free path, rough: 150 nm
Scattering transmission estimate: 0.91
Current at 400 K, same energies: 7.883 uA
Oxide thickness: 4 nm
Oxide relative permittivity, rough: 20
Insulator capacitance: 1.893 aF/nm
Strong gate: overdrive: 0.1104 V
Strong gate, mass x4: Fermi level from top: 0.09082 eV
Strong gate, mass x4: current: 7.095 uA
Gate capacitance/10: overdrive: 0.2037 V
Gate capacitance/10, mass x4: current: 4.619 uA
Source Fermi level above source bottom: 0.15 eV
Required source electron density: 4e+18 cm^-3
Confined gap, hole confinement omitted: 0.5856 eV
Top-to-drain band drop: on 0.35, below threshold 0.55 eV
success
```
